# El-Sayed's Rule in Formaldehyde from One-Centre p-Orbital Matrix Elements

**Q.** El-Sayed's rule says that intersystem crossing is favoured when the orbital type changes, for instance from a singlet $n\pi^*$ state to a triplet $\pi\pi^*$ state. Spin-orbit coupling acts on the spin. Why should it care about the type of orbital?

**A.** Because it acts on the spin and the orbital motion together. In a mean-field description, in which every electron moves in one potential energy $V$, the interaction is

$$H=\frac{1}{2m^2c^2}\sum_i \mathbf s_i\cdot(\nabla V\times\mathbf p_i).$$

I take this operator, the leading relativistic term that links spin to orbital motion, as the starting point. Close to a nucleus $V$ depends almost entirely on the distance $r$ from it. Then $\nabla V=(\mathbf r/r)\,dV/dr$, and since $\mathbf r\times\mathbf p=\mathbf l$,

$$\nabla V\times\mathbf p=\frac1r\frac{dV}{dr}\,\mathbf l .$$

Each atom therefore contributes

$$\xi(r)\,\mathbf l\cdot\mathbf s,\qquad \xi(r)=\frac{1}{2m^2c^2}\,\frac1r\frac{dV}{dr}.$$

Near a nucleus $dV/dr$ grows as $1/r^2$, so $\xi$ grows as $1/r^3$. The region close to each nucleus thus has a large weight, and the natural first question is what $\mathbf l$ does to the p orbitals of a single atom.

**Q.** What does it do to them?

**A.** Put $z$ along the CO bond and the molecule in the $yz$ plane. The $\pi$ and $\pi^*$ orbitals are then built from $p_x$, which points out of the plane. The lone-pair orbital $n$ is mainly oxygen $p_y$, in the plane and perpendicular to the bond.

Write $p_x=x f(r)$, and likewise for $y$ and $z$. The operator $l_z=-i\hbar(x\partial_y-y\partial_x)$ gives zero on any function of $r$ alone, because

$$x\,\partial_y f-y\,\partial_x f=f'(r)\left(\frac{xy}{r}-\frac{yx}{r}\right)=0.$$

Only the factors $x$, $y$ and $z$ need to be differentiated:

$$l_z p_x=-i\hbar(-y)f=i\hbar\,p_y,\qquad l_z p_y=-i\hbar\,x f=-i\hbar\,p_x,\qquad l_z p_z=0.$$

The results for $l_x$ and $l_y$ follow by cyclic exchange of $x,y,z$. With normalized orbitals,

$$\langle p_y|l_z|p_x\rangle=i\hbar,\qquad \langle p_x|l_k|p_x\rangle=0\quad\text{for } k=x,y,z.$$

The second result has a simple picture. A rotation through a small angle $\varphi$ about $z$ is $1-i\varphi l_z/\hbar$, and it turns $p_x$ into $p_x+\varphi p_y$. What $\mathbf l$ supplies is the change of the orbital under rotation, and that change is a perpendicular p orbital. So $\mathbf l$ connects an in-plane p orbital to an out-of-plane one on the same atom, but it does not connect $p_x$ to itself.

**Q.** That is one electron in one orbital. My states are singlets and triplets with two open shells. How does the orbital element get into them?

**A.** Define an orbital operator with the dimension of energy,

$$\mathbf h=\frac{\hbar}{2m^2c^2}\,\nabla V\times\mathbf p .$$

Since $\mathbf s=\hbar\boldsymbol\sigma/2$, with $\boldsymbol\sigma$ the Pauli matrices, $H=\tfrac12\sum_i\mathbf h(i)\cdot\boldsymbol\sigma(i)$. I write $h^k_{ab}=\langle a|h_k|b\rangle$ for real orbitals $a$ and $b$.

I assume that each excited state is a single spin-adapted excitation, and that all states share one set of real orbitals. Listing only the electrons in $n$ and $\pi$, the ground state is the determinant $|n\alpha\,n\beta\,\pi\alpha\,\pi\beta|$. Replacing one entry by $\pi^*$, in place, gives

$$D_{n\alpha}=|\pi^*\alpha\;n\beta\;\pi\alpha\;\pi\beta|,\qquad D_{n\beta}=|n\alpha\;\pi^*\beta\;\pi\alpha\;\pi\beta|,$$

$$D_{\pi\alpha}=|n\alpha\;n\beta\;\pi^*\alpha\;\pi\beta|,\qquad D_{\pi\beta}=|n\alpha\;n\beta\;\pi\alpha\;\pi^*\beta|.$$

For a hole in $a=n$ or $\pi$, the singlet is $S_a=(D_{a\alpha}+D_{a\beta})/\sqrt2$. The triplet sublevel with zero spin projection along $z$ is $T_a=(D_{a\alpha}-D_{a\beta})/\sqrt2$. Thus $S_n$ and $T_n$ are the $n\pi^*$ states, and $S_\pi$ and $T_\pi$ are the $\pi\pi^*$ states.

Take $S_n$ with $T_\pi$. Both have zero spin projection, so the spin-flipping terms with $\sigma_x$ and $\sigma_y$ drop out, leaving $\tfrac12h_z\sigma_z$. To compare $D_{n\alpha}$ with $D_{\pi\alpha}$, exchange the first and third entries of the latter, which costs a minus sign:

$$D_{\pi\alpha}=-|\pi^*\alpha\;n\beta\;n\alpha\;\pi\beta|.$$

The two determinants now differ in one entry, $\pi\alpha$ against $n\alpha$. A sum of one-electron operators then gives the element between those two entries. For spin $\beta$ the same exchange is needed, and $\sigma_z$ contributes a further minus sign:

$$\langle D_{n\alpha}|H|D_{\pi\alpha}\rangle=-\tfrac12h^z_{\pi n},\qquad \langle D_{n\beta}|H|D_{\pi\beta}\rangle=+\tfrac12h^z_{\pi n}.$$

The mixed elements, such as $\langle D_{n\alpha}|H|D_{\pi\beta}\rangle$, vanish because those determinants differ in two entries. Hence

$$\langle S_n|H|T_\pi\rangle=\tfrac12\left[-\tfrac12h^z_{\pi n}-\tfrac12h^z_{\pi n}\right]=-\tfrac12h^z_{\pi n}.$$

The second minus sign in the bracket comes from the triplet combination. This is how the spin changes: $\sigma_z$ acts with opposite signs on $\alpha$ and $\beta$, and so turns a plus combination into a minus combination. No spin has to flip along $z$.

**Q.** There are three triplet sublevels. What about the other two?

**A.** The singlet looks the same for every choice of spin axis. Repeating the argument with the axis along $x$ or $y$ gives $-\tfrac12h^x_{\pi n}$ and $-\tfrac12h^y_{\pi n}$. I define the coupling of a singlet to a triplet as the root of the summed squared moduli over the three sublevels, so

$$C(S_n,T_\pi)=\tfrac12|\mathbf h_{\pi n}|,\qquad |\mathbf h_{ab}|^2=\sum_k|h^k_{ab}|^2 .$$

Exchanging the roles of $n$ and $\pi$ gives the same value for $C(S_\pi,T_n)$.

**Q.** And if both states are $n\pi^*$?

**A.** Then $D_{n\alpha}$ and $D_{n\beta}$ differ in two entries, so there is no element between them. What remains is diagonal. Electrons paired in one orbital cancel, since $\sigma_z$ has opposite signs for $\alpha$ and $\beta$. The two open shells give

$$\langle D_{n\alpha}|H|D_{n\alpha}\rangle=\tfrac12(h^z_{\pi^*\pi^*}-h^z_{nn}),\qquad \langle D_{n\beta}|H|D_{n\beta}\rangle=\tfrac12(h^z_{nn}-h^z_{\pi^*\pi^*}),$$

$$\langle S_n|H|T_n\rangle=\tfrac12\left[\langle D_{n\alpha}|H|D_{n\alpha}\rangle-\langle D_{n\beta}|H|D_{n\beta}\rangle\right]=\tfrac12(h^z_{\pi^*\pi^*}-h^z_{nn}).$$

Each of these orbital elements is zero. The operator $\mathbf h$ is Hermitian, so $h^k_{aa}$ must be real. But $\mathbf h$ contains $\mathbf p=-i\hbar\nabla$ once and is otherwise real, so with a real orbital $h^k_{aa}$ must be imaginary. A number that is both real and imaginary is zero. The same argument applies to $S_\pi$ with $T_\pi$, and to the other two spin axes.

**Q.** How large is the allowed coupling in formaldehyde?

**A.** Expand the orbitals in atomic p functions and keep the terms in which both functions and the spin-orbit field belong to the same atom $A$. On one atom $\mathbf h=\hbar\,\xi\,\mathbf l$, so

$$\langle p_y|h_z|p_x\rangle=\hbar\,(i\hbar)\langle\xi_A\rangle=i\zeta_A,\qquad \zeta_A=\hbar^2\langle\xi_A\rangle,$$

$$h^z_{n\pi}\approx i\sum_A c_{n,A}\,c_{\pi,A}\,\zeta_A .$$

Here $c_{n,A}$ is the coefficient of $p_y$ in $n$, and $c_{\pi,A}$ that of $p_x$ in $\pi$. The components $h^x$ and $h^y$ do not contribute, because neither $l_x$ nor $l_y$ connects $p_x$ to $p_y$.

I used restricted Hartree–Fock orbitals of the ground state at a rounded planar geometry. The STO-3G basis has a single 2p set on each heavy atom, which makes the sum easy to follow. The potential $V$ contains the nuclei and the average electrostatic repulsion of all the electrons. The coefficients are

- $n$: O 0.8703, C −0.1816
- $\pi$: O 0.6741, C 0.6097

and the constants, evaluated as $|\langle p_y|h_z|p_x\rangle|$ between the 2p functions of each atom in the full molecular $V$ (whose departure from a spherical field is examined below), are $\zeta_{\rm O}=118.37$ and $\zeta_{\rm C}=37.03\ \mathrm{cm^{-1}}$. The two contributions are

$$\text{O: } 0.8703\times0.6741\times118.37\approx 69.4\ \mathrm{cm^{-1}},$$

$$\text{C: } (-0.1816)\times0.6097\times37.03\approx-4.1\ \mathrm{cm^{-1}}.$$

Their sum is $65.3\ \mathrm{cm^{-1}}$. The full orbital element, with all the multi-centre terms, is $65.7\ \mathrm{cm^{-1}}$, so the one-centre sum is within 1% of the full value here. That closeness is particular to this element; for $n$ with $\pi^*$ below the difference is 3%. Half of the full element is the state coupling:

$$C(S_n,T_\pi)\approx 33\ \mathrm{cm^{-1}}\quad(4.1\ \mathrm{meV}).$$

Oxygen dominates for two visible reasons: its $\zeta$ is larger than that of carbon, and $n$ has little amplitude on carbon. The ratio of about three found here is low because STO-3G describes the region near the nuclei poorly; for the free atoms in the cc-pVTZ basis the same model of $V$ gives about 161 and $32\ \mathrm{cm^{-1}}$, a ratio near five.

**Q.** You replaced the molecular field by a spherical one on each atom. Is that fair?

**A.** For a spherical field, the three pairs of oxygen 2p orbitals would give the same constant. In the molecular field they give 117.5, 116.2 and $118.4\ \mathrm{cm^{-1}}$, a spread of about 2%. On carbon, which is bonded to three neighbours, the three pairs give 35.7, 36.1 and $37.0\ \mathrm{cm^{-1}}$, a spread of about 4%.

The model of $V$ matters more. With bare nuclei, and no electron repulsion in $V$, the coupling would be $46\ \mathrm{cm^{-1}}$ instead of 33. The calculation also leaves out exchange contributions and the interaction of one electron's spin with the orbital motion of the others. Included in a mean-field form, these terms lower the 6-31G* couplings tabulated below by 16 to 18%, from 45 to 38 and from 57 to $47\ \mathrm{cm^{-1}}$. The sizes are therefore semi-quantitative. The zero for two states of the same configuration does not depend on the model of $V$: it needed only real orbitals and a sum of Hermitian one-electron operators containing one factor of $\mathbf p$. A genuine two-electron spin-orbit term can connect $D_{n\alpha}$ with $D_{n\beta}$, which differ in two entries, so with such terms the zero is guaranteed only where symmetry enforces it, as it does in formaldehyde.

**Q.** What about the return to the ground state $S_0$? Phosphorescence and the final intersystem crossing involve that pair.

**A.** The ground determinant differs from $D_{n\alpha}$ in one entry, $n\alpha$ against $\pi^*\alpha$, and similarly for $\beta$. Therefore

$$\langle S_0|H|T_n\rangle=\frac{1}{\sqrt2}\left[\tfrac12h^z_{n\pi^*}-\left(-\tfrac12h^z_{n\pi^*}\right)\right]=\frac{h^z_{n\pi^*}}{\sqrt2}.$$

The inner minus sign comes from $\sigma_z$ on spin $\beta$, the outer one from the triplet combination. With the other spin axes included, $C(S_0,T_n)=|\mathbf h_{n\pi^*}|/\sqrt2$ and, by the same steps, $C(S_0,T_\pi)=|\mathbf h_{\pi\pi^*}|/\sqrt2$.

The first exchanges $p_y$ for $p_x$ and is allowed. In $\pi^*$ the coefficients are 0.7697 on O and −0.8217 on C, so both atoms now contribute with the same sign: $79.3+5.5=84.8\ \mathrm{cm^{-1}}$. The full element is $82.3\ \mathrm{cm^{-1}}$, which makes the one-centre sum 3% too large. Dividing the full element by $\sqrt2$ gives $58\ \mathrm{cm^{-1}}$. The second coupling needs $p_x$ with $p_x$, and its one-centre terms vanish.

The couplings, in $\mathrm{cm^{-1}}$, with a larger basis for comparison, are:

| Pair | STO-3G | 6-31G* |
|---|---|---|
| $S_n$–$T_\pi$ | 33 | 45 |
| $S_\pi$–$T_n$ | 33 | 45 |
| $S_0$–$T_n$ | 58 | 57 |
| $S_n$–$T_n$, $S_\pi$–$T_\pi$, $S_0$–$T_\pi$ | 0 | 0 |

The zeros hold to rounding error. The first two values rise by more than a third in the larger basis, and a little further, to about $48\ \mathrm{cm^{-1}}$, in cc-pVTZ: another reason to read them as estimates. The agreement of 58 with 57 is not a sign of convergence. That coupling depends on the shape of the empty Hartree–Fock $\pi^*$ orbital: adding diffuse functions (aug-cc-pVDZ) lowers it to 34, while letting single excitations mix gives 72 to $77\ \mathrm{cm^{-1}}$ in bases from 6-31G* to cc-pVTZ, with or without diffuse functions. The pattern of large couplings and zeros is the same in both columns.

**Q.** Formaldehyde is very symmetric. Could the zeros be plain symmetry, with the one-centre argument just decoration?

**A.** In formaldehyde symmetry alone does give these zeros. Written out,

$$h_x\propto \partial_yV\,p_z-\partial_zV\,p_y,\qquad h_y\propto \partial_zV\,p_x-\partial_xV\,p_z,\qquad h_z\propto \partial_xV\,p_y-\partial_yV\,p_x,$$

where $p_x,p_y,p_z$ are now momentum components. The potential is unchanged by either reflection, $x\to-x$ or $y\to-y$. Under $x\to-x$, $h_y$ and $h_z$ change sign; under $y\to-y$, $h_x$ and $h_z$ do. Every component is thus odd under at least one reflection. Between two states of the same spatial symmetry the matrix element equals minus itself and vanishes. That remains true when configurations mix, as long as the molecule keeps this planar geometry.

To separate the two explanations, one needs a planar molecule without the second mirror plane. Formyl fluoride, HFCO, is one. The reflection $x\to-x$ still removes $h_y$ and $h_z$ between $\pi$ and $\pi^*$, but $h_x$ is now allowed by symmetry. The one-centre argument still predicts a small result, because $\langle p_x|l_x|p_x\rangle=0$. The 6-31G* calculation gives

$$C(S_0,T_\pi)=0.06\ \mathrm{cm^{-1}},\qquad C(S_0,T_n)=69\ \mathrm{cm^{-1}}.$$

Both carry the same factor $1/\sqrt2$, so they compare the orbital elements directly. Their ratio is about 0.0009. The small coupling is not converged: it runs from 0.03 to $0.08\ \mathrm{cm^{-1}}$ between 6-31G and cc-pVTZ, and falls to 0.02 when the exchange and spin-other-orbit terms are included in mean-field form, so the ratio lies between about 0.0003 and 0.001. Symmetry permits the first coupling, yet it is roughly a thousand or more times weaker. The remainder comes from multi-centre terms and from the small d functions in the basis; I have not separated the two.

**Q.** Then why do I sometimes see crossings that the rule calls unfavourable?

**A.** The rule concerns direct coupling at a planar geometry. The one out-of-plane vibration of formaldehyde, the CH$_2$ wag, keeps the mirror $y\to-y$ but removes $x\to-x$, so $p_x$ can mix with $p_z$ but not with $p_y$. Suppose that it tilts the oxygen parts of $\pi$ and $\pi^*$ towards $p_z$ by angles $\theta$ and $\varphi$:

$$\pi\to\cos\theta\,p_x+\sin\theta\,p_z,\qquad \pi^*\to\cos\varphi\,p_x+\sin\varphi\,p_z .$$

Cyclic exchange gives $\langle p_x|l_y|p_z\rangle=i\hbar$ and $\langle p_z|l_y|p_x\rangle=-i\hbar$, so

$$\langle\pi|l_y|\pi^*\rangle=i\hbar(\cos\theta\sin\varphi-\sin\theta\cos\varphi)=i\hbar\sin(\varphi-\theta).$$

A common tilt changes nothing, but unequal tilts open the $S_0$–$T_\pi$ coupling in proportion to their difference when the angles are small. Out-of-plane vibrations can therefore lend strength to such a crossing. For $S_n$ with $T_n$ a tilt alone is not enough, since the diagonal elements of real orbitals still vanish; the two states must also stop being the same single configuration in the same orbitals.

A rate also contains more than the coupling. For weak coupling it is proportional to the coupling squared times a factor set by the energy gap and the vibrational overlaps, which I have not calculated. A favourable gap can partly make up for a small coupling, and a large coupling is of little use if the triplet lies higher. In formaldehyde itself, configuration interaction among single excitations places $T_\pi$ about 0.2 to 0.3 eV above $S_n$ at this geometry, so the large $S_n$–$T_\pi$ coupling does not by itself mean that $S_n$ decays into $T_\pi$. The numerical check covers the orbital and state couplings, not the rates.

## Computed values

```
S_n, T_n = n->pi* states; S_pi, T_pi = pi->pi* states
H2CO geometry: CO 1.21 angstrom, CH 1.10 angstrom, HCH 116 degrees
H2CO RHF/STO-3G energy: -112.354145 hartree
coefficients of 2py in n: O 0.8703, C -0.1816
coefficients of 2px in pi: O 0.6741, C 0.6097
coefficients of 2px in pi*: O 0.7697, C -0.8217
zeta_O, bare nuclei: 168.46 cm^-1
zeta_O, with Hartree screening: 118.37 cm^-1
zeta_C, with Hartree screening: 37.03 cm^-1
O 2p pairs yz, zx, xy (screened): 117.45, 116.20, 118.37 cm^-1
h_z(n,pi) one-centre part from O: 69.45 cm^-1
h_z(n,pi) one-centre part from C: -4.10 cm^-1
|h_z(n,pi)| one-centre sum: 65.35 cm^-1
|h_z(n,pi)| all terms: 65.73 cm^-1
|h_z(n,pi)| by quadrature: 65.73 cm^-1
h_z(n,pi*) one-centre part from O: 79.30 cm^-1
h_z(n,pi*) one-centre part from C: 5.52 cm^-1
|h_z(n,pi*)| one-centre sum: 84.83 cm^-1
|h_z(n,pi*)| all terms: 82.25 cm^-1
|h_z(n,pi*)| by quadrature: 82.26 cm^-1
H2CO couplings, STO-3G, screened:
  S_n - T_pi: 32.87 cm^-1
  S_pi - T_n: 32.87 cm^-1
  S0 - T_n: 58.16 cm^-1
  S_n - T_pi converted: 4.075 meV
  S_n - T_pi with bare nuclei: 46.28 cm^-1
  largest of S_n-T_n, S_pi-T_pi, S0-T_pi: 4e-13 cm^-1
H2CO RHF/6-31G* energy: -113.864328 hartree
H2CO couplings, 6-31G*, screened:
  S_n - T_pi: 44.93 cm^-1
  S_pi - T_n: 44.93 cm^-1
  S0 - T_n: 57.29 cm^-1
  largest of S_n-T_n, S_pi-T_pi, S0-T_pi: 8e-14 cm^-1
HFCO geometry: CO 1.18, CF 1.34, CH 1.10 angstrom
HFCO angles: OCF 123, OCH 127 degrees
HFCO RHF/6-31G* energy: -212.744508 hartree
HFCO couplings, 6-31G*, screened:
  S_n - T_pi: 36.146 cm^-1
  S_pi - T_n: 36.146 cm^-1
  S0 - T_n: 69.261 cm^-1
  S0 - T_pi: 0.064 cm^-1
  ratio (S0 - T_pi)/(S0 - T_n): 0.00092
```
